# Schwinger–Dyson equations and the contact terms of time ordering

A real scalar field has the Lagrangian density
$$\mathcal L=\tfrac12(\partial\phi)^2-\tfrac12m^2\phi^2-\tfrac{\lambda}{4!}\phi^4,\qquad m>0,\quad\lambda\ge 0,$$
with metric $(+,-,-,-)$ and $\hbar=c=1$. Its equation of motion can be placed inside a path integral or inside a time-ordered vacuum expectation value. The problem is to find what each road gives when the field in the equation of motion meets another field, and to compare the results.

**Regulated theory.** Space is a finite lattice of sites $x$ with spacing $a$ and cell volume $v$ ($v=a$ in one dimension), so that products of fields at a point are finite. The potential energy is
$$U=v\sum_x\Big(\tfrac12m^2\phi_x^2+\tfrac{\lambda}{24}\phi_x^4\Big)+v\sum_{\text{links}}\frac{(\phi_x-\phi_y)^2}{2a^2}.$$
Its derivative defines $W_x$:
$$W_x\equiv\frac1v\frac{\partial U}{\partial\phi_x}=\sum_{y\sim x}\frac{\phi_x-\phi_y}{a^2}+m^2\phi_x+\frac{\lambda}{6}\phi_x^3,$$
where $y\sim x$ denotes the neighbours of $x$. At a site with neighbours on both sides in every direction, the sum over neighbours is the lattice form of $-\nabla^2\phi$. The momentum conjugate to $\phi_x$ is $\pi_x=v\dot\phi_x$, so
$$H=K+U,\qquad K=\sum_x\frac{\pi_x^2}{2v},\qquad[\phi_x,\pi_y]=i\delta_{xy}.$$

Time is cut into $N$ steps $\varepsilon=|\varepsilon|e^{-i\alpha}$ with $0<\alpha<\pi/2$, and $t_k=k\varepsilon$. The sliced action is
$$S=\sum_{k=0}^{N-1}\Big[\sum_x\frac{v(\phi_{x,k+1}-\phi_{x,k})^2}{2\varepsilon}-\frac{\varepsilon}{2}\big(U_k+U_{k+1}\big)\Big].$$
With $\Psi_0$ the real vacuum wavefunction of $H$, averages are defined by
$$\langle F\rangle=\frac{\int\prod d\phi\;\Psi_0(\phi_N)\,e^{iS}F\,\Psi_0(\phi_0)}{\int\prod d\phi\;\Psi_0(\phi_N)\,e^{iS}\,\Psi_0(\phi_0)} .$$
The tilt $\alpha$ makes the integrals converge. The kinetic exponent contains $i/\varepsilon=(i\cos\alpha-\sin\alpha)/|\varepsilon|$, and the potential exponent contains $-i\varepsilon=|\varepsilon|(-i\cos\alpha-\sin\alpha)$. Both have negative real parts.

## (a) Shift one integration variable

*Shift $\phi_{x,k}$ on an interior slice by a constant. What identity follows for a polynomial $F$ of the fields?*

**Solution.** For fixed values of the other variables, replacing $\phi_{x,k}$ by $\phi_{x,k}+\eta$ does not change an integral over the whole real line. The derivative with respect to $\eta$ at $\eta=0$ therefore vanishes:
$$0=\int\prod d\phi\;\Psi_0(\phi_N)\,\frac{\partial}{\partial\phi_{x,k}}\big(e^{iS}F\big)\,\Psi_0(\phi_0).$$
The wavefunctions stand outside the derivative because slice $k$ is interior. The product rule gives $i\langle(\partial S/\partial\phi_{x,k})F\rangle+\langle\partial F/\partial\phi_{x,k}\rangle=0$. Multiplication by $-i$ gives
$$\Big\langle\frac{\partial S}{\partial\phi_{x,k}}F\Big\rangle=i\Big\langle\frac{\partial F}{\partial\phi_{x,k}}\Big\rangle .$$
A field-dependent shift $\eta f(\phi_{x,k})$ would have the Jacobian $1+\eta f'(\phi_{x,k})$ to first order, and $f'$ would enter the identity. The constant shift has Jacobian one.

The variable $\phi_{x,k}$ occurs in two kinetic terms, and in two halves of the potential that add up to $\varepsilon U_k$. Hence
$$\frac{\partial S}{\partial\phi_{x,k}}=\frac v\varepsilon\big[-(\phi_{x,k+1}-\phi_{x,k})+(\phi_{x,k}-\phi_{x,k-1})\big]-\varepsilon vW_{x,k}.$$
With the second difference
$$\Delta^2\phi_{x,k}=\frac{\phi_{x,k+1}-2\phi_{x,k}+\phi_{x,k-1}}{\varepsilon^2},$$
this is $-v\varepsilon(\Delta^2\phi_{x,k}+W_{x,k})$. Division by $-v\varepsilon$ yields
$$\big\langle(\Delta^2\phi_{x,k}+W_{x,k})F\big\rangle=-\frac{i}{v\varepsilon}\Big\langle\frac{\partial F}{\partial\phi_{x,k}}\Big\rangle.\tag{1}$$
This holds at finite $\varepsilon$. For $F=\prod_j\phi_{x_j,k_j}$ the derivative removes one factor at a time:
$$\frac{\partial F}{\partial\phi_{x,k}}=\sum_j\delta_{xx_j}\delta_{kk_j}\prod_{l\ne j}\phi_{x_l,k_l}.$$
The right side of (1) is thus zero unless the equation of motion sits on the site and slice of an inserted field.

## (b) Translate slices into operators

*Which operator expression does a sliced average represent, and what does (1) become as $\varepsilon\to0$?*

**Solution.** For one site, inserting momentum states gives
$$\langle\phi'|e^{-i\varepsilon\pi^2/2v}|\phi\rangle=\int\frac{dp}{2\pi}\,e^{ip(\phi'-\phi)-i\varepsilon p^2/2v}=\sqrt{\frac{v}{2\pi i\varepsilon}}\;e^{iv(\phi'-\phi)^2/2\varepsilon}.$$
This is the kinetic factor of $e^{iS}$ up to a constant that cancels in $\langle F\rangle$. One time step is therefore the operator
$$\Lambda=e^{-i\varepsilon U/2}e^{-i\varepsilon K}e^{-i\varepsilon U/2}.$$
Reversing the sign of $\varepsilon$ turns $\Lambda$ into its inverse, so its logarithm is odd in $\varepsilon$: $\ln\Lambda=-i\varepsilon H+O(\varepsilon^3)$. Over a fixed total time the accumulated error is $O(\varepsilon^2)$.

For $k_2>k_1$, the numerator of a two-field average is
$$\langle0|\Lambda^{N-k_2}\,\phi_{x_2}\,\Lambda^{k_2-k_1}\,\phi_{x_1}\,\Lambda^{k_1}|0\rangle .$$
Later slices stand to the left. In the limit the average is $\langle T\phi_{x_2}(t_2)\phi_{x_1}(t_1)\rangle$, with $\phi(t)=e^{iHt}\phi e^{-iHt}$ and $T$ the time ordering. The difference $\Delta^2$ in (1) combines three such averages with different $k$. It acts after the ordering, so its limit is a derivative standing outside $T$.

Let $f$ be a smooth function that vanishes near the ends of the contour. Multiply (1) by $\varepsilon f(t_k)$ and sum over $k$. Relabelling the sum moves the second difference from the average to $f$, and the sums become integrals:
$$\int dt\,\big[f''(t)\langle T\phi_x(t)F\rangle+f(t)\langle TW_x(t)F\rangle\big]=-\frac iv\sum_j\delta_{xx_j}f(t_j)\Big\langle T\prod_{l\neq j}\phi_{x_l}(t_l)\Big\rangle.\tag{2}$$
Here $F$ is a product of fields at distinct times. After this limit the tilt is removed, $\alpha\to0$. Since (2) holds for every such $f$, it states that
$$\partial_t^2\langle T\phi_x(t)F\rangle+\langle TW_x(t)F\rangle=-\frac iv\sum_j\delta_{xx_j}\delta(t-t_j)\Big\langle T\prod_{l\ne j}\phi_{x_l}(t_l)\Big\rangle.\tag{3}$$
In continuum notation $\delta_{xx_j}/v$ becomes a spatial delta function, and (3) reads
$$(\Box_x+m^2)\langle T\phi(x)F\rangle+\frac{\lambda}{3!}\langle T\phi^3(x)F\rangle=-i\sum_j\delta^4(x-x_j)\Big\langle T\prod_{l\neq j}\phi(x_l)\Big\rangle .$$
Taking $a\to0$ in the interacting theory requires a renormalized definition of $\phi^3(x)$. The derivation here is for fixed $a$.

## (c) Differentiate the step functions

*Start again from operators, without a path integral. Which terms arise when $\partial_t^2$ acts on the time-ordered product?*

**Solution.** Label the insertions so that $t_1<\dots<t_n$, and write $\phi_j=\phi_{x_j}(t_j)$. If $\phi_x(t)$ follows the first $r$ fields, the ordered string is
$$G_r(t)=\langle0|\phi_n\cdots\phi_{r+1}\,\phi_x(t)\,\phi_r\cdots\phi_1|0\rangle .$$
With $t_0=-\infty$ and $t_{n+1}=+\infty$,
$$\langle T\phi_x(t)F\rangle=\sum_{r=0}^n\theta(t-t_r)\,\theta(t_{r+1}-t)\,G_r(t).$$
At $t_j$ the string $G_j$ switches on and contributes $+\delta(t-t_j)$, while $G_{j-1}$ switches off and contributes $-\delta(t-t_j)$. These strings differ only in the order of two neighbouring factors, so
$$\partial_t\langle T\phi_xF\rangle=\langle T\dot\phi_xF\rangle+\sum_j\delta(t-t_j)\,\langle\phi_n\cdots[\phi_x(t_j),\phi_j]\cdots\phi_1\rangle .$$
Fields commute at equal times, and the sum vanishes. The second derivative acts in the same way on strings that contain $\dot\phi_x$:
$$\partial_t^2\langle T\phi_xF\rangle=\langle T\ddot\phi_xF\rangle+\sum_j\delta(t-t_j)\,\langle\phi_n\cdots[\dot\phi_x(t_j),\phi_j]\cdots\phi_1\rangle .$$
The commutator is now
$$[\dot\phi_x,\phi_{x_j}]=\frac1v[\pi_x,\phi_{x_j}]=-\frac iv\delta_{xx_j}.$$
It is a number, so it comes out of the string and leaves the ordered product of the remaining fields.

The Heisenberg equations supply $\ddot\phi_x$. First, $\dot\phi_x=i[H,\phi_x]=\pi_x/v$. Next, $[U,\pi_x]=i\,\partial U/\partial\phi_x=ivW_x$, so $\dot\pi_x=i[U,\pi_x]=-vW_x$. Therefore $\ddot\phi_x=-W_x$, and (3) follows again with the same sign, factor and remaining correlator.

The step uses $\pi_x=v\dot\phi_x$. If an interaction contained $\dot\phi$, this relation would change, and (3) would have to be derived afresh. A term in the Lagrangian linear in $\dot\phi$, such as $g\phi_x\dot\phi_y$, shifts $\pi_y$ by a function of the fields and leaves $[\dot\phi_y,\phi_y]=-i/v$ unchanged. A term quadratic in $\dot\phi$, such as $\tfrac12gv\phi_x^2\dot\phi_x^2$, turns the commutator into $-i/[v(1+g\phi_x^2)]$, which is no longer a number.

## (d) Follow the contact term at finite step

*Equal right sides do not yet show how a derivative of $F$ turns into a commutator. Put the equation of motion on the slice of an inserted field, and read both sides as operators before taking $\varepsilon\to0$.*

**Solution.** Define the forward and backward velocities
$$v_+=\frac{\phi_{x,k+1}-\phi_{x,k}}\varepsilon,\qquad v_-=\frac{\phi_{x,k}-\phi_{x,k-1}}\varepsilon,\qquad\Delta^2\phi_{x,k}=\frac{v_+-v_-}\varepsilon .$$
Take $F=\phi_{y,k}R$, with $R$ on other slices. Equation (1) times $\varepsilon$ is
$$\langle(v_+-v_-)\phi_{y,k}R\rangle=-\frac iv\delta_{xy}\langle R\rangle-\varepsilon\langle W_{x,k}\phi_{y,k}R\rangle.\tag{4}$$

For the operator reading, $\phi_{x,k+1}$ must be moved through one step $\Lambda$ to slice $k$. A commutator with $\phi_x$ acts as $i\,\partial/\partial\pi_x$ on functions of $\pi$, and a commutator with $\pi_x$ acts as $-i\,\partial/\partial\phi_x$ on functions of $\phi$. Hence
$$\phi_xe^{-i\varepsilon K}=e^{-i\varepsilon K}\Big(\phi_x+\frac{\varepsilon\pi_x}v\Big),\qquad \pi_xe^{-i\varepsilon U/2}=e^{-i\varepsilon U/2}\Big(\pi_x-\frac{\varepsilon v}2W_x\Big).$$
Moving $\phi_x$ through the three factors of $\Lambda$ from the left, and from the right for the earlier slice, gives
$$\phi_x\Lambda=\Lambda\Big(\phi_x+\frac{\varepsilon\pi_x}v-\frac{\varepsilon^2}2W_x\Big),\qquad \Lambda\phi_x=\Big(\phi_x-\frac{\varepsilon\pi_x}v-\frac{\varepsilon^2}2W_x\Big)\Lambda .$$
At slice $k$ the two velocities are therefore represented by
$$v_+\to\frac{\pi_x}v-\frac\varepsilon2W_x\ \text{(left of }\phi_y),\qquad v_-\to\frac{\pi_x}v+\frac\varepsilon2W_x\ \text{(right of }\phi_y).$$
The positions follow from the slice order. Their difference with the field is
$$v_+\phi_y-\phi_yv_-\;\to\;\frac1v[\pi_x,\phi_y]-\varepsilon W_x\phi_y=-\frac iv\delta_{xy}-\varepsilon W_x\phi_y .$$
This is (4) term by term at finite $\varepsilon$. The term from $\partial F/\partial\phi$ is the equal-time commutator. The same commutator multiplies the delta function when $\theta(t-t_j)$ and $\theta(t_j-t)$ are differentiated.

## (e) Two velocities

*Does a product of two slice velocities represent $T\dot\phi\dot\phi$?*

**Solution.** On one link, let $q=\pi_x/v-\varepsilon W_x/2$, so that $\phi_{x,k+1}$ is represented by $\phi_x+\varepsilon q$. With the later factor on the left, the square of the field difference is
$$(\phi_x+\varepsilon q)^2-2(\phi_x+\varepsilon q)\phi_x+\phi_x^2=\varepsilon(\phi_xq-q\phi_x)+\varepsilon^2q^2=\frac{i\varepsilon}v+\varepsilon^2q^2 .$$
The last step uses $[\phi_x,q]=i/v$. Division by $\varepsilon^2$ gives
$$\langle v_+^2\rangle=\frac i{v\varepsilon}+\langle q^2\rangle,\qquad\langle q^2\rangle\to\langle\dot\phi_x^2\rangle .$$
The average diverges as $\varepsilon\to0$, so for two velocities on the same link the answer is no. On neighbouring links the slice order puts $v_+$ to the left of $v_-$. By the operator forms in (d), their product then tends to $\langle\dot\phi_x^2\rangle$ without a divergent term. Step functions show the same term. In $\partial_t\partial_{t'}\langle T\phi_x(t)\phi_x(t')\rangle$ the derivative $\partial_{t'}$ gives $\langle T\phi_x(t)\dot\phi_x(t')\rangle$ without a contact term, and $\partial_t$ then gives
$$\partial_t\partial_{t'}\langle T\phi_x(t)\phi_x(t')\rangle=\langle T\dot\phi_x(t)\dot\phi_x(t')\rangle+\frac iv\delta(t-t').$$
On slices $\delta(0)$ is $1/\varepsilon$. Velocities in the path integral thus represent derivatives outside the ordering, which is why (3) has to be read that way.

## (f) Recover the Wick expansion

*Solve (3) at $\lambda=0$, then find the first correction to the two-point function.*

**Solution.** Let $L$ be $\partial_t^2$ plus the part of $W$ linear in the field. The free two-point function $D$ obeys $LD(x,y)=-i\delta_{xy}\delta(t_x-t_y)/v$. At $\lambda=0$, (3) says that
$$\langle T\phi(x)\phi_1\cdots\phi_n\rangle-\sum_jD(x,x_j)\Big\langle T\prod_{l\neq j}\phi_l\Big\rangle$$
is annihilated by $L$. Its normal modes are $e^{\pm i\omega t}$ with $\omega>0$. On the tilted contour each mode grows at one end, whereas vacuum correlators decay at both ends because $\langle\phi\rangle=0$ and the vacuum is separated by a gap. The expression is therefore zero. Repeating the recursion gives the sum over all pairings, each pair contributing one $D$. Each contact term supplies one contraction.

For $\lambda\neq0$, let $G$ be the full two-point function. Then $LG=LD-(\lambda/6)\langle T\phi^3\phi\rangle$. Since $L(ivD)$ is a unit delta function, $ivD$ inverts $L$, and
$$G(x,y)=D(x,y)-\frac{i\lambda}6\,v\sum_z\int dt_z\,D(x,z)\,\langle T\phi^3(z)\phi(y)\rangle .$$
To first order the last correlator takes its free value $3D(z,z)D(z,y)$, because any of the three fields at $z$ can pair with $\phi(y)$. The correction is
$$G^{(1)}(x,y)=-\frac{i\lambda}2\,v\sum_z\int dt_z\,D(x,z)D(z,z)D(z,y).$$

## (g) Two sites in numbers

*Take one spatial dimension with sites 0 and 1, $a=0.8/m$ and $\lambda=3m^2$. Evaluate the contact terms.*

**Solution.** These are round model parameters, and $m=1$ below. For the operator road, $H$ is diagonalized in 22 oscillator functions per site. Fields are inserted at $(t,\text{site})=(-0.6,0)$, $(0.1,1)$ and $(0.9,0)$. The two ordered strings $G_{j-1}$ and $G_j$ of (c) that meet at an insertion are differentiated there by finite differences. The jump is the slope of $G_j$ minus that of $G_{j-1}$.

At $t=-0.6$ the remaining two-point function is $0.1579-0.0678i$. Equation (3) predicts the jump
$$-\frac i{0.8}(0.1579-0.0678i)=-0.0848-0.1974i,$$
and the measured slopes give the same value. At $t=0.9$ the jump is $-0.0596-0.1900i$. At $t=0.1$ it is zero, although the remaining correlator there is $-0.2181-0.2230i$: the inserted field is on the other site and commutes with $\dot\phi_0$.

The test function $f(t)=e^{-(t-0.2)^2}$ is negligibly small at the ends of the integration range. Its weights at the two contributing times are $e^{-0.64}=0.527$ and $e^{-0.49}=0.613$. The right side of (2) is then
$$0.527(-0.0848-0.1974i)+0.613(-0.0596-0.1900i)\approx-0.081-0.220i .$$
Numerical integration of the left side gives $-0.0812-0.2205i$. Without contact terms it would have to vanish.

The path integral is evaluated by quadrature on a field grid, with $\alpha=30^\circ$. For a single inserted field on the same site and slice, (4) predicts
$$a\langle(v_+-v_-)\phi\rangle=-i-a\varepsilon\langle W\phi\rangle .$$
The quadrature gives:

| $\lvert\varepsilon\rvert$ | $a\langle(v_+-v_-)\phi\rangle$ | $\langle v_+^2\rangle-i/(a\varepsilon)$ |
|---|---|---|
| 0.1 | $-0.0743-0.9570i$ | $1.0719-0.0074i$ |
| 0.05 | $-0.0371-0.9786i$ | $1.0707-0.0020i$ |
| 0.025 | $-0.0185-0.9893i$ | $1.0701-0.0005i$ |

The middle column approaches $-i$, and its distance from $-i$ halves with the step. The size of that distance is also accounted for. In the vacuum $\langle\dot\phi\phi+\phi\dot\phi\rangle$ is constant in time, so $\langle W\phi\rangle=\langle\dot\phi^2\rangle$, which diagonalization gives as $1.0699$. At $|\varepsilon|=0.025$,
$$-0.8\times0.025\,(0.866-0.5i)\times1.0699=-0.0185+0.0107i,$$
in agreement with the last row. The right column approaches $\langle\dot\phi^2\rangle$, as found in (e).

The Wick expansion can be judged at imaginary time $t=-i\tau$ with $\tau=0.7$ and both fields on site 0. The free value is $D=0.1923$, and diagonalization gives $G=0.1357$, a change of $-0.0566$. The first-order slope $dG/d\lambda=-0.0333$ would give a change of $-0.0999$ at $\lambda=3$. First order has the right sign but overstates the change by a factor of about 1.8. The Schwinger–Dyson equation does not rest on small $\lambda$: with the full $\langle T\phi^3\phi\rangle$ from diagonalization, the integral equation in (f) returns $0.1357$.

Numbers in the example were calculated in double precision.
